# Why the linearized phonon-scattering lifetime is not the Pauli-blocked loss rate

## Question

I am setting up the linearized Boltzmann equation for electrons in a doped semiconductor, with phonon scattering. For the lifetime of a state $k$ I took the golden-rule rate for leaving it and multiplied each process by the probability that the final state is empty. With $f'$ the occupation of the final state and $N$ that of the phonon, emission gets the factor $(N+1)(1-f')$ and absorption gets $N(1-f')$.

A colleague's code uses $N+1-f'$ for emission and $N+f'$ for absorption. The two versions agree at low doping but differ by a factor of two at the chemical potential. The second factor also looks wrong to me: how can an occupied final state make the scattering faster? Which rate belongs in the linearized equation, and what does the other one mean?

## Answer

Your colleague's factors belong there. Your rate is a correct answer to another question: how often does an electron that is known to be in $k$ leave it? The linearized equation asks how fast a small deviation of the occupation $f_k$ decays. That deviation changes the loss from $k$ and also the gain into $k$, and your rate contains the first change alone.

### The collision term

I use atomic units in the algebra, so $\hbar=1$. The phonons stay in equilibrium at temperature $T$, with energy $\omega$ and occupation $N=1/(e^{\omega/k_BT}-1)$. Scattering conserves spin, is treated by the golden rule, and has $|g_{kk'}|^2=|g_{k'k}|^2$. The rate from a full state $k$ to an empty state $k'$ is

$$W_{k\to k'}=2\pi|g_{kk'}|^2\big[(N+1)\,\delta(e_k-e_{k'}-\omega)+N\,\delta(e_k-e_{k'}+\omega)\big].$$

The first term is emission, with $k'$ below $k$; the second is absorption, with $k'$ above. Exchanging $k$ and $k'$ gives the reverse rate:

$$W_{k'\to k}=2\pi|g_{kk'}|^2\big[N\,\delta(e_k-e_{k'}-\omega)+(N+1)\,\delta(e_k-e_{k'}+\omega)\big].$$

The factors $N$ and $N+1$ have changed places, because the return from a lower state needs absorption and the return from a higher state needs emission.

The occupation changes through collisions at the rate

$$C_k=-f_kL_k+(1-f_k)R_k,$$

$$L_k=\sum_{k'}(1-f_{k'})W_{k\to k'},\qquad R_k=\sum_{k'}f_{k'}W_{k'\to k}.$$

$L_k$ is your blocked loss rate. $R_k$ is the rate at which an empty state $k$ is filled.

### Varying both terms

Change $f_k$ and hold all other occupations fixed. There is no scattering from $k$ to itself, so neither $L_k$ nor $R_k$ contains $f_k$. Hence

$$\frac{1}{\tau_k}\equiv-\frac{\partial C_k}{\partial f_k}=L_k+R_k.$$

The $R_k$ comes from the factor $1-f_k$ in the gain. Extra occupation in $k$ blocks electrons that would have entered, and this reduced gain helps to remove the excess. Varying the loss while freezing the gain omits it.

Now add the two contributions for each kind of final state. For $k'$ below $k$,

$$(N+1)(1-f')+Nf'=N+1-Nf'-f'+Nf'=N+1-f'.$$

For $k'$ above $k$,

$$N(1-f')+(N+1)f'=N-Nf'+Nf'+f'=N+f'.$$

The lifetime is therefore given by

$$\frac1{\tau_k}=2\pi\sum_{k'}|g_{kk'}|^2\big[(N+1-f_{k'})\,\delta(e_k-e_{k'}-\omega)+(N+f_{k'})\,\delta(e_k-e_{k'}+\omega)\big].$$

This answers your objection to $N+f'$. An electron in the upper state $k'$ does block absorption out of $k$, which lowers the loss by $Nf'$. But it can also drop into $k$ by emission, which raises the gain coefficient by $(N+1)f'$. The net effect is $+f'$. For a lower state the same count gives $-(N+1)f'+Nf'=-f'$.

Nothing here required the electrons to be in equilibrium. The two factors hold for any set of occupations within this collision term.

### How the two rates are related

In equilibrium, $f/(1-f)=e^{-(e-\mu)/k_BT}$, where $\mu$ is the chemical potential. For $e_{k'}=e_k-\omega$ this gives

$$\frac{f_k(1-f_{k'})}{f_{k'}(1-f_k)}=e^{-\omega/k_BT}=\frac{N}{N+1}.$$

Multiplying out,

$$f_k(1-f_{k'})(N+1)=f_{k'}(1-f_k)N.$$

For $e_{k'}=e_k+\omega$ the ratio is inverted, and so are the phonon factors. In both cases

$$f_k(1-f_{k'})W_{k\to k'}=f_{k'}(1-f_k)W_{k'\to k}.$$

This is detailed balance. Summing over $k'$ gives $f_kL_k=(1-f_k)R_k$, so $R_k=f_kL_k/(1-f_k)$ and

$$\frac1{\tau_k}=L_k+\frac{f_kL_k}{1-f_k}=\frac{L_k}{1-f_k},\qquad L_k=\frac{1-f_k}{\tau_k},\qquad R_k=\frac{f_k}{\tau_k}.$$

Three regimes follow.

- If $f_k\ll1$, then $L_k\approx1/\tau_k$. This is why your two versions agree at low doping.
- At $e_k=\mu$, $f_k=1/2$ and the blocked rate is half the decay rate.
- If $f_k\to1$, the blocked rate becomes a vanishing fraction of $1/\tau_k$, and $1/\tau_k\approx R_k$. An electron deep in the filled region can hardly leave, but a hole made there is refilled at the rate $R_k$. A deviation of $f_k$ can be such a hole.

The relation $L_k=(1-f_k)/\tau_k$ holds when gain and loss balance in state $k$, that is, when $C_k=0$. Equilibrium guarantees this for every state. For arbitrary $f$ the relation generally fails, although $1/\tau_k=L_k+R_k$ still holds.

A nearly elastic process gives another check. Let $\omega\ll k_BT$, and let the occupation, the coupling and the density of states change little between $e_k-\omega$ and $e_k+\omega$. Then $f'\approx f_k$ in both channels, and the factors add to

$$(N+1-f_k)+(N+f_k)=2N+1.$$

The filling has dropped out, as it should for elastic scattering. The blocked factors add to $(1-f_k)(2N+1)$ and keep a false dependence on it. For a phonon of $10^{-4}$ eV at $k_BT=0.025$ eV, in the parabolic-band model specified below, I compared the rates of a state at 0.1 eV when $\mu=0.1$ eV and when $\mu=-1$ eV. The ratio is 1.000 for the full rate and 0.500 for the blocked one.

### The rest of the linearized equation

The lifetime is the diagonal part. The other occupations vary too, and

$$\frac{\partial C_k}{\partial f_{k'}}=f_kW_{k\to k'}+(1-f_k)W_{k'\to k}.$$

The first term has a plus sign because filling $k'$ blocks a loss from $k$. For $k'$ below $k$ the phonon factor is

$$f_k(N+1)+(1-f_k)N=N+f_k,$$

and for $k'$ above $k$ it is

$$f_kN+(1-f_k)(N+1)=N+1-f_k.$$

These return terms match the lifetimes. A deviation in $k'$ decays by absorption to a higher $k$ with factor $N+f_k$, and the same factor appears in what $k$ receives. The number of electrons is therefore conserved. If you combine the return terms with the blocked rate on the diagonal, it is not.

There is a form of the equation in which your rate does appear. Write $\delta f_k=f_k(1-f_k)\varphi_k$ about equilibrium and define $P_{kk'}=f_k(1-f_{k'})W_{k\to k'}$. The diagonal part becomes

$$-\frac{\delta f_k}{\tau_k}=-f_k(1-f_k)\varphi_k\,\frac{L_k}{1-f_k}=-f_kL_k\varphi_k=-\sum_{k'}P_{kk'}\varphi_k.$$

In the return part, detailed balance replaces $f_{k'}(1-f_k)W_{k'\to k}$ by $P_{kk'}$:

$$f_{k'}(1-f_{k'})\varphi_{k'}\big[f_kW_{k\to k'}+(1-f_k)W_{k'\to k}\big]=\big[f_{k'}P_{kk'}+(1-f_{k'})P_{kk'}\big]\varphi_{k'}=P_{kk'}\varphi_{k'}.$$

Together,

$$\delta C_k=-\sum_{k'}P_{kk'}(\varphi_k-\varphi_{k'}).$$

Here $L_k$ is correct, but it multiplies $f_k\varphi_k$. Moving it unchanged into an equation for $\delta f_k$ loses the factor $1/(1-f_k)$.

### A case where the lifetime gives the full response

Take an isotropic parabolic band and a coupling that does not depend on direction. Let the deviation be odd: what is added to a state is taken from the state of opposite velocity. The sum of occupations over each energy shell is then unchanged. $L_k$ and $R_k$ depend on these shell sums, so they keep their equilibrium values and

$$\frac{df_k}{dt}=-(L_k+R_k)f_k+R_k.$$

The deviation decays as $e^{-t/\tau_k}$. Within this model that holds in the nonlinear equation too, so it does not require a small deviation.

For a weak steady force $F$ along $z$, the response is also odd and the return terms cancel. With $\theta$ the angle between the velocity and $z$,

$$Fv\cos\theta\,\frac{\partial f}{\partial E}=-\frac{\delta f}{\tau},\qquad \delta f=-F\tau v\cos\theta\,\frac{\partial f}{\partial E}.$$

Let $D(E)$ be the density of states per spin and volume, $m$ the band mass and $n=2\int Df\,dE$ the electron density. The particle current is twice the integral of $D\,v\cos\theta\,\delta f$, averaged over angle. Using $\langle\cos^2\theta\rangle=1/3$ and $v^2=2E/m$,

$$j=\frac{4F}{3m}\int D\,E\,\tau\left(-\frac{\partial f}{\partial E}\right)dE.$$

Defining an average lifetime by $j=nF\langle\tau\rangle/m$ gives

$$\langle\tau\rangle=\frac23\,\frac{\int D\,E\,\tau\,(-\partial f/\partial E)\,dE}{\int D\,f\,dE}.$$

For constant $\tau$, integration by parts with $DE\propto E^{3/2}$ turns the upper integral into $\tfrac32\tau\int Df\,dE$, so $\langle\tau\rangle=\tau$, as required.

Since $-\partial f/\partial E=f(1-f)/k_BT$, replacing $\tau$ by $1/L=\tau/(1-f)$ cancels the factor $1-f$. The weight of a state in the current is then $DE\tau f$ instead of $DE\tau f(1-f)$, so filled states well below $\mu$ count far too much.

### Numbers for a model semiconductor

I choose round parameters that stand for no particular material: band mass 0.3 electron masses, $\omega=0.05$ eV, $k_BT=0.025$ eV, $\mu=0.1$ eV above the band edge, and $|g|^2=B/V$ with $B=10$ eV² Å³ and $V$ the crystal volume. In ordinary units $E=ak^2$ with $a=\hbar^2/2m=12.70$ eV Å². Counting states in $k$ space,

$$D(E)=\frac{k^2}{2\pi^2}\frac{dk}{dE}=\frac{E/a}{2\pi^2}\,\frac{1}{2\sqrt{aE}}=\frac{\sqrt E}{4\pi^2a^{3/2}}.$$

The sum over $k'$ is $V\int D(E')\,dE'$, so $V$ cancels:

$$\frac{\hbar}{\tau(E)}=2\pi B\big[(N+1-f(E-\omega))D(E-\omega)+(N+f(E+\omega))D(E+\omega)\big].$$

At $E=\mu$, $N=0.1565$, and the final occupations are 0.8808 below and 0.1192 above. Both full factors are 0.2757:

$$0.1565+1-0.8808=0.1565+0.1192=0.2757.$$

They coincide because $1-f(\mu-\omega)=f(\mu+\omega)$. The densities of states are $1.25\times10^{-4}$ and $2.17\times10^{-4}$ eV⁻¹ Å⁻³, so

$$\frac{\hbar}{\tau}=2\pi(10)(0.2757)(1.25+2.17)\times10^{-4}\ \text{eV}\approx0.0059\ \text{eV},$$

or $\tau\approx111$ fs. The blocked factors are both 0.1379, half as large, and would give 222 fs.

| $E$ (eV) | $f$ | $\hbar/\tau$ (eV) | $\hbar L$ (eV) |
|---|---|---|---|
| 0.06 | 0.832 | 0.00715 | 0.00120 |
| 0.10 | 0.500 | 0.00592 | 0.00296 |
| 0.20 | 0.018 | 0.01692 | 0.01662 |

At 0.06 eV the blocked rate is a sixth of the decay rate; at 0.20 eV it is 2% too small.

An odd deviation at $E=\mu$, followed in time with the nonlinear collision term, falls to 0.407 of its initial size after 100 fs. The lifetime predicts $e^{-100/111.1}\approx0.407$. The blocked rate predicts $e^{-100/222.2}\approx0.638$, which this test rules out.

For the current, the formula gives $\langle\tau\rangle=84$ fs. A separate weak-field solution on an energy grid, with all return terms kept, agrees to about 0.3%. The blocked rate gives 184 fs and so overestimates the conductivity $ne^2\langle\tau\rangle/m$ by a factor of 2.2. The factor can exceed two because it is an average of $1/(1-f)$ with weight $DE\tau f(1-f)$, and $1/(1-f)$ is larger than two below $\mu$. It falls to 1.67 at $\mu=0.05$ eV, 1.21 at $\mu=0$ and 1.005 at $\mu=-0.1$ eV. The full set of values is in the numerical output.

### What to watch for in your calculation

If your coupling favours small deflections, the return terms no longer cancel for an odd deviation. You then need the full linearized equation, but its diagonal is still $1/\tau_k$. If the phonons are driven out of equilibrium, $N$ varies as well and adds terms that are absent here.

The golden rule also has its own limit. At 0.20 eV the width of 0.017 eV is not small compared with $k_BT$, and even at $\mu$ it is about a quarter of $k_BT$. The numbers above therefore describe this model equation rather than a controlled result for a real crystal. The model also omits screening, impurities and other phonon branches.

## Calculated quantities

```
band mass: 0.3 electron masses
phonon energy: 0.05 eV; kT: 0.025 eV
chemical potential: 0.1 eV; coupling: 10.0 eV^2 A^3
hbar^2/(2m): 12.6999 eV A^2
electron density: 2.5533e-05 A^-3
phonon occupation N: 0.1565
State at the chemical potential:
 f' one phonon below: 0.8808; above: 0.1192
 density of states below: 1.2515e-04 eV^-1 A^-3
 density of states above: 2.1676e-04 eV^-1 A^-3
 factor N+1-f' (below): 0.2757
 factor N+f' (above): 0.2757
 blocked factor (N+1)(1-f') (below): 0.1379
 blocked factor N(1-f') (above): 0.1379
Rates as hbar/tau:
 E=0.06 eV: f=0.8320, full=0.00715 eV, blocked=0.00120 eV, ratio=0.1680
 E=0.10 eV: f=0.5000, full=0.00592 eV, blocked=0.00296 eV, ratio=0.5000
 E=0.20 eV: f=0.0180, full=0.01692 eV, blocked=0.01662 eV, ratio=0.9820
lifetime at E=mu: 111.1 fs
inverse blocked rate at E=mu: 222.2 fs
hbar v at E=mu: 2.2539 eV A
mean free path, full rate: 380.5 A
mean free path, blocked rate: 761.0 A
odd perturbation left after 100 fs:
 propagated, nonlinear: 0.4066
 exp(-t/tau): 0.4066
 exp(-t L): 0.6377
Average transport lifetime at mu=0.1 eV:
 field solution on grid: 84.28 fs
 lifetime formula: 127.62 1/eV = 84.00 fs
 with blocked rate: 183.56 fs
Conductivity overestimate from the blocked rate:
 mu=-0.10 eV: n=7.136e-08 A^-3, factor=1.0053
 mu=0.00 eV: n=3.000e-06 A^-3, factor=1.2131
 mu=0.05 eV: n=1.107e-05 A^-3, factor=1.6710
 mu=0.10 eV: n=2.553e-05 A^-3, factor=2.1851
soft phonon 0.0001 eV, rate at E=0.1 eV, mu=0.1 over mu=-1 eV:
 full: 1.00000; blocked: 0.50000
largest Jacobian error, random ladder: 4.7e-13 eV
```
